**Basis size of LAPW, mixed APW+lo and all-l APW+lo in fcc copper**

The zone-averaged number of plane waves is VK³/(6π²), with V the cell volume and K the cutoff of |k+G|; local orbitals up to l = L add (L+1)² functions per atom. They pay at equal error if the cutoff falls from K_L to K_A < (K_L³ − 6π²n_lo/V)^(1/3), where n_lo is their number per cell. The program builds a muffin-tin potential from a self-consistent exchange-only copper atom and diagonalizes all three schemes at four k-points. It asserts the plane-wave count and the break-even formula against explicit sums over a k mesh, free-electron bands in each scheme, and the ordering E(all-l) ≤ E(mixed) ≤ E(LAPW) for every computed band within rounding. It also asserts a hydrogen-like level, the radial Wronskian, the energy derivative against a finite difference, and that the all-l basis is larger than LAPW at each error target. The output shows that the mixed scheme, with 9 local orbitals, saves about 4 to 9 functions at mean band errors of 3, 1 and 0.3 mHa. The all-l scheme, with 121 local orbitals, needs more than 100 functions beyond LAPW at the same errors.

## Numerical verification

```python
"""Basis size of LAPW, mixed APW+lo (l <= 2) and all-l APW+lo in fcc copper.

Result under test: the zone-averaged number of plane waves is V K^3/(6 pi^2);
local orbitals (lo) add (L+1)^2 functions; they pay if the cutoff falls from
K_L to K_A < (K_L^3 - 6 pi^2 n_lo/V)^(1/3) at equal accuracy. At equal cutoff
the spaces are nested, so E(all-l) <= E(mixed) <= E(LAPW) for every band.
V: cell volume, R: sphere radius, K: cutoff of |k+G|, n_lo: number of lo.
u, udot: radial solution and its energy derivative; P = r u.
Hartree atomic units; the interstitial potential is the zero of energy.
"""
import math
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre, lpmv, roots_jacobi, spherical_jn

Z = 29
A_LAT = 6.8
R_MT = 2.2
L_MAX = 10
VOLUME = A_LAT**3 / 4
UNIT_K = 2 * np.pi / A_LAT
K_POINTS = UNIT_K * np.array([[0.15, 0.25, 0.05], [0.55, 0.35, 0.15],
                              [0.75, 0.45, 0.25], [0.35, 0.85, 0.05]])
SCHEMES = {"LAPW": -1, "mixed": 2, "all-l": L_MAX}   # largest l with an lo
N_BANDS = 6
RK_REFERENCE = 11.5


def radial_mesh(n, r_end, scale):
    """Mapped Gauss-Lobatto mesh without r=0, where P vanishes.

    Returns nodes, weights, the matrix of (1/2) int P'Q' dr and the row
    that gives the derivative at r_end.
    """
    x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
    p = eval_legendre(n, x)
    w = 2 / (n * (n + 1) * p**2)
    dx = x[:, None] - x[None, :]
    np.fill_diagonal(dx, 1.0)
    d = p[:, None] / p[None, :] / dx
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    alpha = 2 * scale / r_end
    r = scale * (1 + x) / (1 - x + alpha)
    jac = scale * (2 + alpha) / (1 - x + alpha)**2
    kinetic = 0.5 * d.T @ ((w / jac)[:, None] * d)
    return r[1:], (w * jac)[1:], kinetic[1:, 1:], d[-1, 1:] / jac[-1]


# ---------- self-consistent copper atom, exchange-only LDA ----------
R_ATOM = 30.0
r_full, m_full, t_full, _ = radial_mesh(110, R_ATOM, 1.0)
r_at, m_at, t_at = r_full[:-1], m_full[:-1], t_full[:-1, :-1]
root_m = np.sqrt(m_at)


def atomic_states(potential, l):
    h = t_at + np.diag(m_at * (potential + l * (l + 1) / (2 * r_at**2)))
    energy, vec = np.linalg.eigh(h / np.outer(root_m, root_m))
    return energy, vec / root_m[:, None]


hydrogenic = atomic_states(-Z / r_at, 0)[0][0]
assert abs(hydrogenic / (-Z**2 / 2) - 1) < 1e-7

OCCUPATION = {0: [2, 2, 2, 1], 1: [6, 6], 2: [10]}
v_atom = -(1 + (Z - 1) * np.exp(-2 * r_at)) / r_at
atom_converged = False
for iteration in range(500):
    shell_density = np.zeros_like(r_at)          # 4 pi r^2 rho
    for l, occupations in OCCUPATION.items():
        levels, functions = atomic_states(v_atom, l)
        for i, occupation in enumerate(occupations):
            shell_density += occupation * functions[:, i]**2
    r_hartree = Z * r_at / R_ATOM + np.linalg.solve(
        2 * t_at, m_at * shell_density / r_at)
    rho = shell_density / (4 * np.pi * r_at**2)
    v_new = (r_hartree - Z) / r_at - np.cbrt(3 * rho / np.pi)
    change = np.max(np.abs(r_at * (v_new - v_atom)))
    v_atom = v_atom + 0.3 * (v_new - v_atom)
    if change < 1e-6:
        atom_converged = True
        break
assert atom_converged
assert abs(np.sum(m_at * shell_density) - Z) < 1e-8

# ---------- superposed, spherically averaged crystal potential ----------
r_nodes = np.concatenate(([0.0], r_at, [R_ATOM]))
r_coulomb = CubicSpline(r_nodes, np.concatenate(([0.0], r_hartree, [Z])) - Z)
r_density = CubicSpline(
    r_nodes, np.concatenate(([0.0], shell_density / r_at, [0.0])))
coulomb_integral = r_coulomb.antiderivative()
density_integral = r_density.antiderivative()
ints = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
squares = np.sum(ints**2, axis=1)
keep = (ints.sum(axis=1) % 2 == 0) & (squares > 0) & (squares <= 16)
shell_squares, shell_counts = np.unique(squares[keep], return_counts=True)


def crystal_potential(r):
    coulomb = r_coulomb(r) / r
    density = r_density(r) / r
    for square, count in zip(shell_squares, shell_counts):
        dist = A_LAT / 2 * np.sqrt(square)
        factor = count / (2 * r * dist)
        coulomb = coulomb + factor * (
            coulomb_integral(dist + r) - coulomb_integral(dist - r))
        density = density + factor * (
            density_integral(dist + r) - density_integral(dist - r))
    rho_total = density / (4 * np.pi)
    return coulomb - np.cbrt(3 * rho_total / np.pi)


r_ws = (3 * VOLUME / (4 * np.pi))**(1 / 3)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(20)
r_gap = R_MT + (r_ws - R_MT) * (gauss_x + 1) / 2
v_interstitial = (np.sum(gauss_w * r_gap**2 * crystal_potential(r_gap))
                  / np.sum(gauss_w * r_gap**2))

# ---------- radial functions inside the sphere ----------
r_s, m_s, t_s, end_derivative = radial_mesh(70, R_MT, 0.5)
v_sphere = crystal_potential(r_s) - v_interstitial


def radial_hamiltonian(potential, l):
    return t_s + np.diag(m_s * (potential + l * (l + 1) / (2 * r_s**2)))


def radial_pair(potential, l, energy):
    """Columns P and Pdot, with P normalized and Pdot orthogonal to P."""
    operator = radial_hamiltonian(potential, l) - energy * np.diag(m_s)
    source = np.zeros_like(r_s)
    source[-1] = 1.0
    p = np.linalg.solve(operator, source)
    p *= np.sign(p[-1]) / np.sqrt(np.sum(m_s * p**2))
    pdot = np.linalg.solve(operator, m_s * p)
    pdot -= p * np.sum(m_s * p * pdot)
    return np.column_stack((p, pdot))


def radial_data(potential, energy):
    """For each l: boundary values, slopes, overlap and energy forms."""
    data = []
    for l in range(L_MAX + 1):
        pair = radial_pair(potential, l, energy)
        edge = pair[-1]
        value = edge / R_MT
        slope = (end_derivative @ pair) / R_MT - edge / R_MT**2
        overlap = pair.T @ (m_s[:, None] * pair)
        # Gradient form for u, hence the surface term relative to P = r u.
        energy_form = (pair.T @ radial_hamiltonian(potential, l) @ pair
                       - np.outer(edge, edge) / (2 * R_MT))
        data.append((value, slope, overlap, energy_form))
    return data


# Energy at which R u'/u = -3 for l = 2.
boundary_h = radial_hamiltonian(v_sphere, 2)
boundary_h[-1, -1] += 1 / R_MT
e_linear = eigh(boundary_h, np.diag(m_s), eigvals_only=True)[0]
copper = radial_data(v_sphere, e_linear)

step = 1e-4
finite_difference = (radial_pair(v_sphere, 2, e_linear + step)[-1, 0]
                     - radial_pair(v_sphere, 2, e_linear - step)[-1, 0]
                     ) / (2 * step) / R_MT
assert abs(finite_difference / copper[2][0][1] - 1) < 1e-3
for l in range(3):
    value, slope = copper[l][:2]
    wronskian = R_MT**2 * (slope[0] * value[1] - value[0] * slope[1])
    assert abs(wronskian - 2) < 1e-4

# ---------- crystal matrices ----------
ints = np.array(np.meshgrid(*[np.arange(-8, 9)] * 3)).reshape(3, -1).T
same_parity = np.all(ints % 2 == ints[:, :1] % 2, axis=1)
G_VECTORS = UNIT_K * ints[same_parity]


def real_harmonics(l, q, q_norm):
    cos_theta = q[:, 2] / q_norm
    phi = np.arctan2(q[:, 1], q[:, 0])
    columns = []
    for m in range(l + 1):
        norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                         * math.factorial(l - m) / math.factorial(l + m))
        part = norm * lpmv(m, l, cos_theta)
        if m == 0:
            columns.append(part)
        else:
            columns.append(math.sqrt(2) * part * np.cos(m * phi))
            columns.append(math.sqrt(2) * part * np.sin(m * phi))
    return np.column_stack(columns)


def crystal_matrices(k, k_max, data, l_lo):
    """H, S and sorted |k+G|; plane waves come first, then lo functions."""
    q = k + G_VECTORS
    q_norm = np.linalg.norm(q, axis=1)
    order = np.argsort(q_norm)
    order = order[q_norm[order] <= k_max]
    q, q_norm = q[order], q_norm[order]
    n_pw = len(q)
    x = R_MT * np.linalg.norm(q[:, None] - q[None, :], axis=2)
    np.fill_diagonal(x, 1.0)
    shape = spherical_jn(1, x) / x
    np.fill_diagonal(shape, 1 / 3)
    s_pw = np.eye(n_pw) - 4 * np.pi * R_MT**3 / VOLUME * shape
    h_pw = 0.5 * (q @ q.T) * s_pw
    n_lo = (l_lo + 1)**2
    size = n_pw + n_lo
    h, s = np.zeros((size, size)), np.zeros((size, size))
    position = n_pw
    for l, (value, slope, overlap, energy_form) in enumerate(data):
        harmonics = real_harmonics(l, q, q_norm)
        prefactor = 4 * np.pi / np.sqrt(VOLUME)
        wave = prefactor * spherical_jn(l, q_norm * R_MT)
        wave_slope = prefactor * q_norm * spherical_jn(
            l, q_norm * R_MT, derivative=True)
        if l <= l_lo:
            coef = np.column_stack((wave / value[0], np.zeros(n_pw)))
            lo = np.array([value[1], -value[0]])
            lo /= np.sqrt(lo @ overlap @ lo)
            block = slice(position, position + 2 * l + 1)
            for matrix, form in ((s, overlap), (h, energy_form)):
                cross = harmonics * (coef @ form @ lo)[:, None]
                matrix[:n_pw, block] = cross
                matrix[block, :n_pw] = cross.T
                matrix[block, block] = np.eye(2 * l + 1) * (lo @ form @ lo)
            position += 2 * l + 1
        else:
            coef = np.linalg.solve(np.array([value, slope]),
                                   np.array([wave, wave_slope])).T
        angular = harmonics @ harmonics.T
        s_pw += angular * (coef @ overlap @ coef.T)
        h_pw += angular * (coef @ energy_form @ coef.T)
    s[:n_pw, :n_pw], h[:n_pw, :n_pw] = s_pw, h_pw
    return (h + h.T) / 2, (s + s.T) / 2, q_norm


def band_energies(matrices, k_max):
    h, s, q_norm = matrices
    n = np.searchsorted(q_norm, k_max, side="right")
    index = np.r_[0:n, len(q_norm):len(h)]
    block = np.ix_(index, index)
    return eigh(h[block], s[block], eigvals_only=True,
                subset_by_index=[0, N_BANDS - 1])


# Free electrons: exact bands are |k+G|^2/2. The tolerance covers the
# linearization error, since the bands lie about 0.2 Ha from the energy 0.4.
free_data = radial_data(np.zeros_like(r_s), 0.4)
free_error = 0.0
for l_lo in SCHEMES.values():
    matrices = crystal_matrices(K_POINTS[1], 9 / R_MT, free_data, l_lo)
    exact = matrices[2][:2]**2 / 2
    deviation = np.abs(band_energies(matrices, 9 / R_MT)[:2] - exact)
    free_error = max(free_error, np.max(deviation))
assert free_error < 1e-3

# ---------- cutoff scan for copper ----------
rk_scan = 0.2 * np.arange(23, 53)
bands = {name: np.zeros((len(rk_scan), len(K_POINTS), N_BANDS))
         for name in SCHEMES}
reference = np.zeros((len(K_POINTS), N_BANDS))
for ik, k in enumerate(K_POINTS):
    for name, l_lo in SCHEMES.items():
        matrices = crystal_matrices(k, RK_REFERENCE / R_MT, copper, l_lo)
        for ic, rk in enumerate(rk_scan):
            bands[name][ic, ik] = band_energies(matrices, rk / R_MT)
        if name == "all-l":
            reference[ik] = band_energies(matrices, RK_REFERENCE / R_MT)

# Rounding in nearly dependent bases limits these inequalities to 1e-6 Ha.
assert np.all(bands["all-l"] <= bands["mixed"] + 1e-6)
assert np.all(bands["mixed"] <= bands["LAPW"] + 1e-6)
errors = {name: np.mean(bands[name] - reference, axis=(1, 2))
          for name in SCHEMES}


def cutoff_for(error, target):
    """R K at which the error falls to the target, log-interpolated."""
    assert error[0] > target > error[-1]
    i = np.flatnonzero(error > target)[-1]
    high, low = np.log(error[i]), np.log(max(error[i + 1], 1e-9))
    fraction = (high - np.log(target)) / (high - low)
    return rk_scan[i] + fraction * (rk_scan[i + 1] - rk_scan[i])


def mean_count(rk):
    return VOLUME * (rk / R_MT)**3 / (6 * np.pi**2)


def break_even(rk_lapw, n_lo):
    cube = (rk_lapw / R_MT)**3 - 6 * np.pi**2 * n_lo / VOLUME
    return R_MT * np.cbrt(cube)


# Explicit zone average of the number of G vectors inside the cutoff.
fractions = (np.arange(12) + 0.5) / 12 - 0.5
f = np.array(np.meshgrid(fractions, fractions, fractions)).reshape(3, -1).T
reciprocal = UNIT_K * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
mesh_norms = np.concatenate([np.linalg.norm(k + G_VECTORS, axis=1)
                             for k in f @ reciprocal])


def explicit_count(rk):
    return np.count_nonzero(mesh_norms <= rk / R_MT) / len(f)


for rk in (6.0, 8.0, 10.0):
    assert abs(explicit_count(rk) / mean_count(rk) - 1) < 0.01
rk_even = break_even(9.0, 9)
explicit_saving = explicit_count(9.0) - explicit_count(rk_even)
assert abs(explicit_saving - 9) < 0.5

# ---------- output ----------
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"lattice constant: {A_LAT:.2f} bohr = {A_LAT*bohr_angstrom:.3f} angstrom")
print(f"sphere radius R: {R_MT:.2f} bohr; cell volume: {VOLUME:.3f} bohr^3")
print(f"touching-sphere radius: {A_LAT/np.sqrt(8):.3f} bohr")
print(f"linearization energy: {e_linear:.4f} Ha above interstitial zero")
print("reference bands at k = (0.55,0.35,0.15) 2pi/a, Ha:",
      " ".join(f"{e:.4f}" for e in reference[1]))
print(f"largest free-electron test error: {free_error*1000:.4f} mHa")
print(f"l_max: {L_MAX}; reference cutoff R*K: {RK_REFERENCE:.1f}")
n_extra = {name: (l_lo + 1)**2 for name, l_lo in SCHEMES.items()}
for name in SCHEMES:
    print(f"lo functions per cell, {name}: {n_extra[name]}")
for rk in (6.0, 8.0, 10.0):
    print(f"plane waves at R*K={rk:.0f}: formula {mean_count(rk):.2f}, "
          f"explicit zone average {explicit_count(rk):.2f}")
for name in ("mixed", "all-l"):
    lowest = R_MT * np.cbrt(6 * np.pi**2 * n_extra[name] / VOLUME)
    print(f"LAPW R*K below which {name} cannot pay: {lowest:.3f}")
print(f"break-even R*K, mixed against LAPW at R*K=9: {rk_even:.3f}")
print(f"explicit plane-wave saving at that break-even: {explicit_saving:.2f}")
print("mean band error in mHa at equal cutoff: LAPW, mixed, all-l")
for rk in (6.0, 7.0, 8.0, 9.0, 10.0):
    ic = np.argmin(np.abs(rk_scan - rk))
    print(f"  R*K={rk:.0f}: " + ", ".join(
        f"{errors[name][ic]*1000:.4f}" for name in SCHEMES))
for target in (3e-3, 1e-3, 3e-4):
    cut = {name: cutoff_for(errors[name], target) for name in SCHEMES}
    size = {name: mean_count(cut[name]) + n_extra[name] for name in SCHEMES}
    assert size["all-l"] > size["LAPW"]
    print(f"error target: {target*1000:.1f} mHa = "
          f"{target*hartree_ev*1000:.1f} meV")
    for name in SCHEMES:
        print(f"  {name}: R*K={cut[name]:.2f}, plane waves "
              f"{mean_count(cut[name]):.1f}, total size {size[name]:.1f}")
    print(f"  break-even R*K for mixed: {break_even(cut['LAPW'], 9):.2f}")
    print(f"  functions saved by mixed: {size['LAPW']-size['mixed']:.1f}; "
          f"by all-l: {size['LAPW']-size['all-l']:.1f}")
    print(f"  cubed size ratio to LAPW: mixed "
          f"{(size['mixed']/size['LAPW'])**3:.2f}, all-l "
          f"{(size['all-l']/size['LAPW'])**3:.2f}")
print("no test failed")
```

Running it gives:

```
lattice constant: 6.80 bohr = 3.598 angstrom
sphere radius R: 2.20 bohr; cell volume: 78.608 bohr^3
touching-sphere radius: 2.404 bohr
linearization energy: 0.3549 Ha above interstitial zero
reference bands at k = (0.55,0.35,0.15) 2pi/a, Ha: 0.1893 0.2928 0.3170 0.3437 0.3753 0.4062
largest free-electron test error: 0.0484 mHa
l_max: 10; reference cutoff R*K: 11.5
lo functions per cell, LAPW: 0
lo functions per cell, mixed: 9
lo functions per cell, all-l: 121
plane waves at R*K=6: formula 26.93, explicit zone average 26.89
plane waves at R*K=8: formula 63.83, explicit zone average 63.80
plane waves at R*K=10: formula 124.67, explicit zone average 124.78
LAPW R*K below which mixed cannot pay: 4.164
LAPW R*K below which all-l cannot pay: 9.901
break-even R*K, mixed against LAPW at R*K=9: 8.693
explicit plane-wave saving at that break-even: 8.94
mean band error in mHa at equal cutoff: LAPW, mixed, all-l
  R*K=6: 15.6965, 3.0915, 2.9176
  R*K=7: 3.0840, 0.9319, 0.8424
  R*K=8: 0.5540, 0.1987, 0.1799
  R*K=9: 0.1243, 0.0471, 0.0423
  R*K=10: 0.0295, 0.0086, 0.0077
error target: 3.0 mHa = 81.6 meV
  LAPW: R*K=7.01, plane waves 43.0, total size 43.0
  mixed: R*K=6.03, plane waves 27.3, total size 36.3
  all-l: R*K=5.97, plane waves 26.6, total size 147.6
  break-even R*K for mixed: 6.49
  functions saved by mixed: 6.7; by all-l: -104.6
  cubed size ratio to LAPW: mixed 0.60, all-l 40.37
error target: 1.0 mHa = 27.2 meV
  LAPW: R*K=7.60, plane waves 54.6, total size 54.6
  mixed: R*K=6.91, plane waves 41.1, total size 50.1
  all-l: R*K=6.79, plane waves 39.1, total size 160.1
  break-even R*K for mixed: 7.15
  functions saved by mixed: 4.5; by all-l: -105.5
  cubed size ratio to LAPW: mixed 0.77, all-l 25.18
error target: 0.3 mHa = 8.2 meV
  LAPW: R*K=8.42, plane waves 74.5, total size 74.5
  mixed: R*K=7.69, plane waves 56.7, total size 65.7
  all-l: R*K=7.62, plane waves 55.1, total size 176.1
  break-even R*K for mixed: 8.07
  functions saved by mixed: 8.8; by all-l: -101.6
  cubed size ratio to LAPW: mixed 0.68, all-l 13.19
no test failed
```
